# Phonon-assisted absorption in metals: Allen's uniform-field rate and its inversion, part 3

A normal one-band metal at $T=0$ absorbs a uniform field $A(t)=A_0\cos\omega t$ along $x$ by emitting phonons. The task is to recover the phonon spectrum from the scattering rate.

Atomic units are used ($\hbar=m_e=e=1$, Gaussian fields). Energies $\varepsilon_k$ count from the Fermi level, $v_k=\partial\varepsilon_k/\partial k_x$ is odd in $\mathbf k$, $f_k$ is the occupation and $n_{k\sigma}$ its operator. Sums over $k$ cover one spin in volume $V$; $g$ is the coupling to phonons of frequency $\omega_\nu$.

$$K\equiv\frac{\omega_p^2}{4\pi}=\frac{2N(0)\langle v_x^2\rangle}{V},\qquad N(0)\langle v_x^2\rangle\equiv\sum_kv_k^2\,\delta(\varepsilon_k),\qquad N(0)\equiv\sum_k\delta(\varepsilon_k). \tag{4}$$

$$\sigma(\omega)=\sigma_1+i\sigma_2=\frac{iK}{\omega+M(\omega)},\qquad \sigma_1=K\,\frac{{\rm Im}\,M}{(\omega+{\rm Re}\,M)^2+({\rm Im}\,M)^2}. \tag{5}$$

$$\sigma_1(\omega)=\frac{K}{\omega^2\,\tau(\omega)}\qquad(\text{order }g^2). \tag{6}$$

$$H'(t)=A(t)\,J,\qquad J=\sum_{k\sigma}v_k\,n_{k\sigma}. \tag{7}$$

With $\Gamma$ the absorption rate,

$$\sigma_1=\frac{2\Gamma}{\omega A_0^2V}. \tag{11}$$

The Eliashberg function $\alpha^2F$ is $N(0)^{-1}\sum|g|^2\delta(\varepsilon_k)\delta(\varepsilon_{k'})\delta(\Omega-\omega_\nu)$, with $\lambda=2\int d\Omega\,\alpha^2F/\Omega$. The extra weight $(v_k-v_{k'})^2/2\langle v_x^2\rangle$ gives $\alpha^2F_{\rm tr}$ and $\lambda_{\rm tr}$. Allen's formula is

$$\frac1{\tau(\omega)}=\frac{2\pi}{\omega}\int_0^\omega d\Omega\,(\omega-\Omega)\,\alpha^2F_{\rm tr}(\Omega), \tag{17}$$

and above the phonon spectrum

$$\frac1\tau=2\pi\int_0^\infty\alpha^2F_{\rm tr}\,d\Omega-\frac{2\pi}\omega\int_0^\infty\Omega\,\alpha^2F_{\rm tr}\,d\Omega . \tag{20}$$

Its inversion is

$$\alpha^2F_{\rm tr}(\omega)=\frac1{2\pi}\frac{d^2}{d\omega^2}\Big[\frac\omega{\tau(\omega)}\Big]. \tag{28}$$

For $y=\omega/\tau$, which (17) makes convex, with data spacing $h$ and independent errors $\delta$,

$$\mathcal W_h(\omega)\equiv\frac{y(\omega+h)-2y(\omega)+y(\omega-h)}{2\pi h^2}=\alpha^2F_{\rm tr}(\omega)+\frac{h^2}{12}\big(\alpha^2F_{\rm tr}\big)''+O(h^4). \tag{29}$$

$$\Delta\mathcal W_h=\frac{\sqrt6\,\delta}{2\pi h^2}. \tag{30}$$

Static impurities add a constant rate $\gamma$ at lowest order.

"The program" is the numerical check. Its closing output also covers earlier tests: the quasi-energy gap $2|\mathcal M|$ of a driven two-state problem ($\mathcal M$ the absorption amplitude, velocities $v,v'$); a parabolic band with one phonon frequency, where $s=(\omega-\Omega)/E_F$; and free electrons of density $n$ with Debye phonons, sound speed $c$, $V|g|^2=Cq$, $k_F=1.20$ Å$^{-1}$, $q_D=1.50$ Å$^{-1}$, $\Omega_D=30.0$ meV and $\lambda_{\rm tr}=0.2$.

### Beyond lowest order: the measured rate

An experiment delivers the complex $\sigma(\omega)$ at the actual coupling. Inverting (5), $K/\sigma=-i(\omega+M)$, so the optical scattering rate

$$\frac1{\tau_{\rm op}(\omega)}\equiv\frac{\omega_p^2}{4\pi}\,{\rm Re}\frac1{\sigma(\omega)}={\rm Im}\,M(\omega) \tag{31}$$

is available once $\omega_p$ is known, and an error in $\omega_p^2$ rescales the inverted spectrum in proportion. Equation (28) is an identity for the rate (17). Applied to $1/\tau_{\rm op}$ it holds only to first order in the coupling. The size of the difference can be worked out in a model with isotropic coupling, so that $\alpha^2F_{\rm tr}=\alpha^2F$, with $N$ and $\langle v_x^2\rangle$ constant over an infinitely wide band. This model also provides a second derivation of (17).

**Self-energy.** An electron added at energy $\varepsilon$ shifts in second order for two reasons. It can go to an empty $k'$ by emitting a phonon, which contributes $|g|^2(1-f_{k'})/(\varepsilon-\varepsilon_{k'}-\omega_\nu)$. It also blocks the virtual process of the ground state in which an electron from an occupied $k'$ enters its state with emission of a phonon. That process contributed $|g|^2f_{k'}/(\varepsilon_{k'}-\varepsilon-\omega_\nu)$, and its removal adds $|g|^2f_{k'}/(\varepsilon-\varepsilon_{k'}+\omega_\nu)$. With $\varepsilon$ continued to $z$ in the upper half plane and $\sum_{k'}\to N(0)\int d\xi$,

$$\Sigma(z)=\int d\Omega\,\alpha^2F(\Omega)\left[\int_0^D\frac{d\xi}{z-\xi-\Omega}+\int_{-D}^0\frac{d\xi}{z-\xi+\Omega}\right].$$

The first integral is $\ln(\Omega-z)-\ln(D+\Omega-z)$ and the second is $\ln(D+\Omega+z)-\ln(\Omega+z)$, with principal logarithms. The terms with $D$ cancel as $D\to\infty$:

$$\Sigma(z)=\int d\Omega\,\alpha^2F(\Omega)\,\big[\ln(\Omega-z)-\ln(\Omega+z)\big]. \tag{32}$$

Each original integrand has a negative imaginary part for ${\rm Im}\,z>0$, so $\Sigma$ is analytic there with ${\rm Im}\,\Sigma\le0$. At $z=\varepsilon+i0$ with $\varepsilon>\Omega$ the argument $\Omega-z$ is negative and just below the real axis, giving $-i\pi$. For $\varepsilon<-\Omega$ the argument $\Omega+z$ is negative and just above the axis, and the minus sign in front again gives $-i\pi$. Thus

$$\Sigma(\varepsilon)=\int d\Omega\,\alpha^2F\,\ln\Big|\frac{\Omega-\varepsilon}{\Omega+\varepsilon}\Big|-i\pi\int_0^{|\varepsilon|}\alpha^2F\,d\Omega,\qquad\Sigma^*(-u)=-\Sigma(u), \tag{33}$$

the last relation because the real part is odd and the imaginary part even. For small $\varepsilon$ the logarithm is $-2\varepsilon/\Omega$, so ${\rm Re}\,\Sigma\simeq-\lambda\varepsilon$. The model takes (33) as the self-energy at any $\lambda$, which neglects phonon vertex corrections in the spirit of the Migdal approximation.

**Conductivity.** In exact eigenstates the golden rule for (7) is $\Gamma=2\pi(A_0/2)^2\sum_n|\langle n|J|0\rangle|^2\delta(E_n-E_0-\omega)$. The operator $n_{k\sigma}$ in $J$ removes an electron from $k$ and puts it back. The bubble approximation treats the hole and the electron so created as propagating independently, each with the spectral function $\mathcal A(\xi,\varepsilon)=-\pi^{-1}{\rm Im}\,[\varepsilon-\xi-\Sigma(\varepsilon)]^{-1}$, the hole at $\varepsilon<0$ and the electron at $\varepsilon+\omega>0$. The ladder terms left out, in which the pair is scattered from $k$ to $k'$, carry the factor $v_kv_{k'}$ and vanish on summing over $k'$ when the coupling is isotropic. Then $\sum_n|\langle n|J|0\rangle|^2\delta(\dots)=2\sum_kv_k^2\int d\varepsilon\,\mathcal A\mathcal A$, and (11) with (4) gives

$$\sigma_1=\frac{\pi K}\omega\int_{-\omega}^0d\varepsilon\int_{-\infty}^\infty d\xi\,\mathcal A(\xi,\varepsilon+\omega)\,\mathcal A(\xi,\varepsilon). \tag{34}$$

Write $G_1=1/(a-\xi)$ with $a=\varepsilon+\omega-\Sigma(\varepsilon+\omega)$, and $G_2=1/(b-\xi)$ with $b=\varepsilon-\Sigma(\varepsilon)$. Both $a$ and $b$ lie in the upper half plane. Since $\mathcal A=(i/2\pi)(G-G^*)$, the product is $-(1/4\pi^2)(G_1G_2-G_1G_2^*+{\rm c.c.})$. The integral of $G_1G_2$ vanishes on closing the contour below, where there is no pole. For $G_1G_2^*=1/[(\xi-a)(\xi-b^*)]$, closing above picks up $2\pi i/(a-b^*)$. Hence

$$\int d\xi\,\mathcal A\mathcal A=\frac1{4\pi^2}\,2\,{\rm Re}\frac{2\pi i}{a-b^*}=\frac1\pi{\rm Re}\frac i{\omega-\Sigma(\varepsilon+\omega)+\Sigma^*(\varepsilon)} .$$

With $u=\varepsilon+\omega$ the last term is $\Sigma^*(-(\omega-u))=-\Sigma(\omega-u)$ by (33). Denoting by $\langle\cdots\rangle$ the average $\omega^{-1}\int_0^\omega du$, equation (34) is the real part of

$$\sigma(\omega)=iK\Big\langle\frac1{\omega+m(u)}\Big\rangle,\qquad m(u)=-\Sigma(u)-\Sigma(\omega-u). \tag{35}$$

The imaginary part of (35) is also correct. With $u=t\omega$ the expression is $iK\int_0^1dt\,[\omega-\Sigma(t\omega)-\Sigma((1-t)\omega)]^{-1}$. For ${\rm Im}\,\omega>0$ the bracket is analytic with positive imaginary part, so (35) is analytic in the upper half plane as causality requires. For a continuous phonon spectrum $\Sigma$ is bounded, and (35) tends to the collisionless $iK/\omega$ at large $|\omega|$. Another causal conductivity that decays at large $|\omega|$, is no more singular than $1/\omega$ at $\omega=0$ and has the same real part at real $\omega\ne0$ could differ only by a multiple of $i/\omega$, which corresponds to a delta function in $\sigma_1$ at zero frequency, and the large-frequency limit excludes that. The program tests (32) against the $\xi$ integral, the real part of (35) against the double integral (34), and the imaginary part against the Kramers-Kronig integral with the $f$-sum rule.

**Expansion.** Put $m=\langle m\rangle+\delta m$ and $w=\omega+\langle m\rangle$. Then $\langle1/(w+\delta m)\rangle=w^{-1}(1+\langle\delta m^2\rangle/w^2-\dots)$, since $\langle\delta m\rangle=0$. Its reciprocal is $w-\langle\delta m^2\rangle/w+\dots$, and by (5) it equals $\omega+M$:

$$M=\langle m\rangle-\frac{\langle\delta m^2\rangle}{\omega+\langle m\rangle}+O(\lambda^3). \tag{36}$$

Here $\langle\delta m^2\rangle$ is the mean of the complex square, without a modulus. The first term is linear in $\alpha^2F$. Both parts of $m$ have the same average, so $\langle m\rangle=-(2/\omega)\int_0^\omega\Sigma(u)\,du$. Its imaginary part follows from (33) by exchanging the order of integration over the triangle $0<\Omega<u<\omega$:

$${\rm Im}\langle m\rangle=\frac{2\pi}\omega\int_0^\omega du\int_0^ud\Omega\,\alpha^2F(\Omega)=\frac{2\pi}\omega\int_0^\omega d\Omega\,(\omega-\Omega)\,\alpha^2F(\Omega). \tag{37}$$

This is (17). Allen's rate is the sum of the amplitude decay rates $|{\rm Im}\,\Sigma|$ of the electron and the hole, each half the corresponding probability decay rate $2|{\rm Im}\,\Sigma|$, averaged over all ways of sharing the photon energy between them. The real part defines the optical mass enhancement, ${\rm Re}\langle m\rangle=\omega\lambda_{\rm op}(\omega)$. At low frequency $m\simeq\lambda u+\lambda(\omega-u)=\lambda\omega$, so $\lambda_{\rm op}(0)=\lambda$.

The imaginary part of $\delta m^2$ is $2\,{\rm Re}\,\delta m\,{\rm Im}\,\delta m$. To second order the denominator in (36) is $\omega$, and with ${\rm cov}(\omega)=\langle{\rm Re}\,\delta m\,{\rm Im}\,\delta m\rangle$,

$$\frac1{\tau_{\rm op}}=\frac1\tau-\frac{2\,{\rm cov}(\omega)}\omega+O(\lambda^3),\qquad\mathcal W(\omega)\equiv\frac1{2\pi}\frac{d^2}{d\omega^2}\Big[\frac\omega{\tau_{\rm op}}\Big]=\alpha^2F-\frac1\pi\frac{d^2\,{\rm cov}}{d\omega^2}+O(\lambda^3). \tag{38}$$

The error of the inversion is of order $\lambda^2$, hence of order $\lambda$ relative to the spectrum. The program asserts (37), asserts that the second term of (36) describes the remainder within 5 percent at weak coupling, and finds that $1/\tau_{\rm op}-1/\tau$ grows by a factor 3.981, close to 4, when $\lambda$ doubles from 0.005 to 0.01.

Three properties of the error follow from (38). First, it does not vanish above the top $\Omega_m$ of the phonon spectrum. The function $m(u)$ combines $\Sigma(u)$ and $\Sigma(\omega-u)$, whose imaginary parts both vary at the same $u$ until $\omega$ reaches $2\Omega_m$, and ${\rm Re}\,\Sigma$ varies at all energies, so cov is in general not linear in $\omega$ there. Second, at this order the error has zero area and must take both signs. Its integral is $-\pi^{-1}[{\rm cov}'(\infty)-{\rm cov}'(0)]$. At small $\omega$ the covariance vanishes faster than linearly, because both fluctuations go to zero at least as fast as $\omega$. At large $\omega$, ${\rm Im}\,m$ is constant except within $\Omega_m$ of the two ends, a fraction of order $\Omega_m/\omega$ of the range, so cov falls as $1/\omega$ and its slope vanishes. Third, elastic scattering adds $-i\gamma/2$ to $\Sigma$ and $i\gamma$ to $m$, which leaves $\delta m$ unchanged. It adds $\gamma$ to ${\rm Im}\langle m\rangle$ and otherwise enters only the denominator of the second-order term of (36). In this model the inversion of $1/\tau_{\rm op}$ therefore does not need $\omega\gg\gamma$.

The other candidate for a measured rate is $\omega^2\sigma_1/K$, suggested by (6). From (5) it equals ${\rm Im}\,M/[(1+{\rm Re}\,M/\omega)^2+({\rm Im}\,M/\omega)^2]\simeq(1-2\lambda_{\rm op})/\tau_{\rm op}$. Its error relative to $1/\tau$ is also of order $\lambda$, but besides the fluctuation term of (38), which is the whole error of (31) at this order, it contains the term $-2\lambda_{\rm op}$ set by the mean of $m$. At low frequency the mean gives the factor $(1+\lambda)^{-2}$ however large $\omega\tau$ is, while the fluctuation vanishes in the linear regime of ${\rm Re}\,\Sigma$.

### Worked example: inverting the Kubo rate

Take $\alpha^2F=6\lambda x^2(1-x)^2$ with $x=\Omega/\Omega_m$ and $\Omega_m=40$ meV, zero above. The prefactor follows from $2\int_0^1x(1-x)^2dx=1/6$, and the peak is $6\lambda/16=0.375\lambda$ at 20 meV. The moments are $\int_0^1x^2(1-x)^2dx=1/30$ and $\int_0^1x^3(1-x)^2dx=1/60$, so at $\omega=60$ meV $=1.5\,\Omega_m$ equation (20) gives

$$\frac1\tau=2\pi\cdot6\lambda\Big(\frac1{30}-\frac1{90}\Big)40\ {\rm meV}=33.51\,\lambda\ {\rm meV}.$$

At $\lambda=0.1$ this is 3.351 meV, while (35) gives $1/\tau_{\rm op}=3.335$ meV and $\omega^2\sigma_1/K=3.101$ meV, lower than Allen's rate by 0.5 and 7.5 percent of it. At $\lambda=1$ the three numbers are 33.51, 32.45 and 15.45 meV, so the deficits are 3 and 54 percent. The program asserts, for both couplings at this frequency, that $1/\tau_{\rm op}$ is the closer one.

The second derivative $\mathcal W$ was taken with a step of 0.8 meV. In the table the error is the largest $|\mathcal W-\alpha^2F|$ on the grid divided by the true peak height, and the last two columns are the extremes of $\mathcal W$ on the grid points from 41.6 to 100 meV, above the phonon spectrum, where the true function is zero.

| $\lambda$ | peak of $\mathcal W$ | true peak | position (meV) | error | min | max |
|---|---|---|---|---|---|---|
| 0.01 | 0.00375 | 0.00375 | 20.0 | 0.0037 | $-0.00000$ | 0.00001 |
| 0.1 | 0.0379 | 0.0375 | 20.0 | 0.039 | $-0.0006$ | 0.0008 |
| 1.0 | 0.399 | 0.375 | 20.8 | 0.26 | $-0.070$ | 0.040 |

From $\lambda=0.01$ to $0.1$ the relative error grows about tenfold, as (38) requires. The smallest entry also contains the step bias (29). In units of $\Omega_m$ the step is 0.02 and $|d^2[x^2(1-x)^2]/dx^2|$ is at most 2, so the bias is at most $(0.02^2/12)\times6\times2/0.375\approx0.001$ of the peak. From $0.1$ to $1$ the growth is a factor of about 7. A relative error linear in $\lambda$ would have grown tenfold, so higher orders matter at $\lambda=1$. At $\lambda=1$ the peak is 6 percent too high relative to the true one and has moved up by one grid step, so its shift is known only to that resolution. The largest error, 26 percent of the peak height, is well above the error at the peak. On the grid points from 41.6 meV up, $\mathcal W$ reaches $-0.070$ and $+0.040$; the minimum falls on the first of these points, and $\mathcal W$ is more negative still closer to $\Omega_m$. Both signs occur, in line with the zero-area property, although that property was derived only at second order. A negative $\mathcal W$ cannot come from (17), whose $y$ is convex, so, where its magnitude is several times the standard deviation (30), it points to higher orders, other processes or systematic errors in the data. With an elastic rate of 12 meV added at $\lambda=0.01$ the peak stays at 0.00375 and the error changes from 0.0037 to 0.0039 of the peak, although $\gamma$ is comparable with the phonon frequencies. The program asserts an error below 3 percent of the peak for both cases at $\lambda=0.01$ and a nonzero tail at $\lambda=1$, and the other entries are computed values.

These figures belong to one spectral shape in the isotropic flat-band model. For anisotropic coupling the first-order result (17) with $\alpha^2F_{\rm tr}$ stands, but the second-order correction involves the ladder terms dropped in (34) and is not given by (38). The numerical check, with its output, contains the tests and the computed numbers quoted in this section.

## Values computed for the example and the checks

```
Floquet inputs (w=1): g=0.001, A0=0.01, v=1.5, v'=-0.5
gap=1.99990e-05, 2|M|=2.00000e-05, equal v gap<1e-8: True
kF=1.20 1/A, qD=1.50 1/A, W_D=30.0 meV, lam_tr=0.2
EF=5.4864 eV, n=0.05836 1/A^3, wp=8.9705 eV
c=0.0200 eV A, C=1.64290 eV^2 A^4, lam=0.5120
w=15 meV: 1/tau=0.0785 meV, tau=8380.6 fs, w tau=191.0, sigma1=3.7786e+03 S/cm
w=30 meV: 1/tau=2.5133 meV, tau=261.9 fs, w tau=11.9, sigma1=3.0229e+04 S/cm
w=60 meV: 1/tau=8.7965 meV, tau=74.8 fs, w tau=6.8, sigma1=2.6450e+04 S/cm
w=300 meV: 1/tau=13.8230 meV, tau=47.6 fs, w tau=21.7, sigma1=1.6626e+03 S/cm
saturation 2 pi int a2F_tr = 15.0796 meV
golden rule/Allen: 0.999998 at 1 eV, 0.99706 at 4 eV
Monte Carlo/Allen at 60 meV = 1.0110 +- 0.0035; with plain a2F 0.409
Einstein, s=0.1: relative error -4.1745e-04, -s^2/24=-4.1667e-04
Einstein, s=0.2: relative error -1.6794e-03, -s^2/24=-1.6667e-03
w/tau at 22, 24, 26 meV = 11.7265, 19.7652, 31.9502 meV^2
inverted (h=2 meV) 0.16498, true 0.16384, bias formula 0.00114
(1/2pi) d(w/tau)/dw at 24 meV = 0.78644 meV; 1% noise gives +-0.01926
Kubo minus Allen at 0.6 Wm grows by 3.981 for lam 0.005 -> 0.01
Kubo model Wm=40 meV, step 0.8 meV, true peak at 20.0 meV
lam=0.01, elastic 0 meV: peak 0.00375 (true 0.00375) at 20.0 meV
  max error/peak 0.0037, above Wm: min -0.00000, max 0.00001
lam=0.01, elastic 12 meV: peak 0.00375 (true 0.00375) at 20.0 meV
  max error/peak 0.0039, above Wm: min -0.00001, max 0.00001
lam=0.1, elastic 0 meV: peak 0.03787 (true 0.03750) at 20.0 meV
  max error/peak 0.0388, above Wm: min -0.00056, max 0.00084
lam=1.0, elastic 0 meV: peak 0.39865 (true 0.37500) at 20.8 meV
  max error/peak 0.2644, above Wm: min -0.06984, max 0.04043
lam=0.1, w=60 meV: Allen 3.351, Re(1/s) 3.335, w^2 s1 3.101 meV
lam=1.0, w=60 meV: Allen 33.510, Re(1/s) 32.453, w^2 s1 15.453 meV
```
